# Separating Slope and Intercept in Tian-Ye-Jin Anomalous Hall Scaling

## Problem

Four ferromagnetic films, magnetized to saturation along $z$, differ in residual resistivity $\rho_0$. Heating adds a thermal part $\rho_T$, so that $\rho=\rho_0+\rho_T$. The Tian-Ye-Jin scaling law for the anomalous Hall resistivity reads

$$\rho_{AH}=\alpha\rho_0+\beta\rho_0^2+b\rho^2. \qquad (1)$$

Conventions: $\mathbf J=\sigma\mathbf E$, $\rho_{AH}=\rho_{yx}$, $\sigma_{AH}=\sigma_{xy}$. Transport is isotropic in the plane. Resistivities are in μΩ cm and Hall conductivities in S/cm, with 1 S/cm = $10^{-6}$ (μΩ cm)$^{-1}$.

Model data for the film with $\rho_0=4$ μΩ cm:

| $T$ (K) | $\rho$ | $\rho^2$ | $\rho_{AH}$ |
|---|---|---|---|
| 5 | 3.9999 | 15.9990 | 0.023199 |
| 50 | 4.1819 | 17.4881 | 0.024688 |
| 100 | 5.6922 | 32.4011 | 0.039602 |
| 150 | 7.8046 | 60.9122 | 0.068116 |
| 200 | 9.9298 | 98.6018 | 0.105812 |
| 250 | 11.9910 | 143.7852 | 0.151007 |
| 300 | 13.9971 | 195.9175 | 0.203157 |

The listed values carry no noise; for the error bars, take an independent uncertainty $\delta=2\times10^{-4}$ μΩ cm on each $\rho_{AH}$. The same fit on the films with $\rho_0=2,6,8$ μΩ cm gives the intercepts 0.004798(109), 0.007187(137) and 0.004774(153) μΩ cm, the error in the last digits being in brackets.

(a) Derive the dependence of $\rho_{AH}$ on $\rho_0$ and $\rho$ for intrinsic, skew-scattering and side-jump contributions. When does it reduce to (1), and what do $b$ and $\beta$ then contain?

(b) Fit the tabulated film and find the errors of slope and intercept.

(c) Separate $\alpha$ from $\beta$.

## Hints

1. Invert the conductivity tensor first. A Hall conductivity and a Hall resistivity differ by a factor close to $\rho^2$.
2. On a circular Fermi line, write vectors as complex numbers: $e^{i\phi}$ is the direction of motion, and a rotation by 90° is multiplication by $i$.
3. A displacement during a collision enters twice: it carries current, and the field does work along it.
4. Eliminate $\rho_T$ and ask which term spoils a straight line in $\rho^2$.
5. One intercept is one number. Divide the intercepts of several films by $\rho_0$.

## Solution

### (a) What the law contains

**Tensor inversion.** With $\sigma_{xx}=\sigma_{yy}$ and $\sigma_{yx}=-\sigma_{AH}$, the inverse matrix has

$$\rho=\frac{\sigma_{xx}}{\sigma_{xx}^2+\sigma_{AH}^2},\qquad \rho_{AH}=\frac{\sigma_{AH}}{\sigma_{xx}^2+\sigma_{AH}^2}.$$

Squaring and adding gives $\rho^2+\rho_{AH}^2=1/(\sigma_{xx}^2+\sigma_{AH}^2)$, hence

$$\rho_{AH}=\sigma_{AH}(\rho^2+\rho_{AH}^2)\approx\sigma_{AH}\rho^2 .$$

An intrinsic conductivity $\sigma_{int}$, due to the Berry curvature of the bands and taken as independent of temperature, therefore contributes $\sigma_{int}\rho^2$.

**Skew scattering.** Let carriers of charge $q$ and speed $v$ scatter elastically through an angle $\theta$ at the rate $W(\theta)$. Write $f=f_0+(-\partial f_0/\partial\varepsilon)\,g(\phi)$. In the steady state the field term balances the collisions:

$$Lg\equiv\int d\phi'\,[W(\phi'-\phi)g(\phi)-W(\phi-\phi')g(\phi')]=q\mathbf E\cdot\mathbf v .$$

Inserting $g=e^{i\phi}$ and substituting $\theta=\phi-\phi'$ in the second term gives $Le^{i\phi}=\lambda e^{i\phi}$ with

$$\lambda=\int W(\theta)(1-e^{-i\theta})\,d\theta=\frac1\tau+\frac i{\tau_\perp},$$

$$\frac1\tau=\int W(1-\cos\theta)\,d\theta,\qquad \frac1{\tau_\perp}=\int W\sin\theta\,d\theta .$$

For a field along $x$, $g=qEv\,\mathrm{Re}(e^{i\phi}/\lambda)$. With density of states $N$, the complex current is

$$J_x+iJ_y=qNv\langle e^{i\phi}g\rangle=\frac{q^2Nv^2}{2}\,\frac{E}{\lambda^*}\equiv \frac{D}{\lambda^*}E,$$

because the angular average keeps the half of the real part that varies as $e^{-i\phi}$. By isotropy the same factor links $J_x+iJ_y$ to $E_x+iE_y$ for any field direction. Inverting, a current along $x$ needs $E_x+iE_y=(\lambda^*/D)J$, so

$$\rho=\frac1{D\tau},\qquad \rho_{AH}=-\frac1{D\tau_\perp}.$$

Rates of different scatterers add, and so do both resistivities. If impurities alone skew, then

$$\rho_{AH}^{skew}=\alpha\rho_0,\qquad \alpha=-\frac{\int W_0\sin\theta\,d\theta}{\int W_0(1-\cos\theta)\,d\theta},$$

at every temperature: phonons shorten $\tau$ but leave $\tau_\perp$ unchanged. This holds for one circular Fermi line. With several bands in parallel, such as the two spin channels of iron, heating shifts the current between them and the skew term changes with temperature. Take two unmixed channels with the same $\alpha$, equal thermal resistivities and impurity resistivities in the ratio 4:1. For a film like the 4 μΩ cm one below, the skew term at 300 K is then about $1.2\,\alpha\rho_0$, and the slope in $\rho^2$ rises by about 12 S/cm.

**Coordinate shift.** Let scatterer type $i$ ($0$ for impurities, $T$ for phonons) displace the carrier by $\delta\mathbf r=\ell_i\,\hat z\times(\hat v'-\hat v)$, where $\hat v$ and $\hat v'$ are the directions before and after the collision. In complex form the mean displacement per unit time is

$$v_{sj}=\sum_i i\ell_i e^{i\phi}\int W_i(e^{i\theta}-1)\,d\theta\approx-iu\,e^{i\phi},\qquad u=\sum_i\frac{\ell_i}{\tau_i},$$

where the skew part of $W_i$ is dropped as second order. The kinetic energy changes by $q\mathbf E\cdot\delta\mathbf r$ in the collision, and $f_0(\varepsilon)-f_0(\varepsilon+q\mathbf E\cdot\delta\mathbf r)\approx(-\partial f_0/\partial\varepsilon)\,q\mathbf E\cdot\delta\mathbf r$. Summed over collisions, this adds $q\mathbf E\cdot\mathbf v_{sj}$ to the loss, so

$$Lg=q\mathbf E\cdot(\mathbf v-\mathbf v_{sj}).$$

The current, on the other hand, is carried by $\mathbf v+\mathbf v_{sj}$. For $\mathbf E$ along $x$, $g=qE\tau\,\mathrm{Re}[(v+iu)e^{i\phi}]$ and

$$J_x+iJ_y=qN\langle(v-iu)e^{i\phi}g\rangle=\frac{q^2N\tau}{2}(v-iu)^2E\approx\frac{q^2N\tau}{2}(v^2-2iuv)E .$$

The two effects contribute equally. Since $\sigma_{AH}=-\sigma_{yx}$ and $\tau/\tau_i=\rho_i/\rho$,

$$\sigma_{AH}^{sj}=q^2Nv\,\tau u=\frac{c_0\rho_0+c_T\rho_T}{\rho},\qquad c_i=q^2Nv\,\ell_i ,$$

which contributes $(c_0\rho_0+c_T\rho_T)\rho$ to $\rho_{AH}$. This is not a pure $\rho_0^2$ term.

**Pair skew scattering.** Skew rates that arise from two scattering events together are proportional to products of two scattering strengths. I take them in the form $g_{00}\rho_0^2+g_{0T}\rho_0\rho_T+g_{TT}\rho_T^2$. Divided by $\rho^2$, they give a conductivity that, like that of the side jump, does not change when $\rho_0$ and $\rho_T$ grow by the same factor. With impurities alone ($\rho=\rho_0$) only the sum $c_0+g_{00}$ appears, called the side-jump group of the impurities below.

**Collecting terms.** Put $\rho_T=\rho-\rho_0$:

- coordinate shift: $(c_0-c_T)\rho_0\rho+c_T\rho^2$;
- pair terms: $g_{00}\rho_0^2+g_{0T}(\rho_0\rho-\rho_0^2)+g_{TT}(\rho^2-2\rho_0\rho+\rho_0^2)$.

With the intrinsic and skew parts,

$$\rho_{AH}=\alpha\rho_0+\beta\rho_0^2+\kappa\rho_0\rho+b\rho^2, \qquad (2)$$

$$b=\sigma_{int}+c_T+g_{TT},\qquad \beta=g_{00}-g_{0T}+g_{TT},$$

$$\kappa=c_0-c_T+g_{0T}-2g_{TT}.$$

To leading order in this model, the scaling law (1) holds if and only if $\kappa=0$. Then $g_{0T}=c_T-c_0+2g_{TT}$, and substitution gives

$$\beta=c_0+g_{00}-(c_T+g_{TT}).$$

Reading $b$ as intrinsic and $\beta$ as the whole side-jump group of the impurities ($c_0+g_{00}$) thus needs a second condition, $c_T+g_{TT}=0$. A straight line alone does not establish it.

**Size of the error.** Reversing the magnetization reverses every anomalous coefficient and $\rho_{AH}$, so corrections to (2) begin at third order. Halving all coefficients should reduce the error of (2) by a factor near 8. A numerical solution of the Boltzmann equation with full tensor inversion gives 7.999. It used $\rho_0=4$, $\rho_T=10$ μΩ cm, $\alpha=0.003$, a phonon skew ratio of 0.0005 (whose term $0.0005\,\rho_T$ was added to (2)), and $\sigma_{int},c_0,c_T,g_{00},g_{0T},g_{TT}=1000,150,-80,-300,90,60$ S/cm.

### (b) Fitting one film

Let $x=\rho^2$, $y=\rho_{AH}$, and let $I=\alpha\rho_0+\beta\rho_0^2$ be the intercept. Minimizing $\sum(y_j-I-bx_j)^2$ over $I$ gives $I=\bar y-b\bar x$. Inserting this and minimizing over $b$ gives

$$b=\frac{S_{xy}}{S_{xx}},\quad S_{xy}=\sum(x_j-\bar x)(y_j-\bar y),\quad S_{xx}=\sum(x_j-\bar x)^2 .$$

The table yields $\bar x=80.7293$, $\bar y=0.087940$, $S_{xx}=28481.60$ and $S_{xy}=28.48755$ in the matching powers of μΩ cm. Therefore

$$b=\frac{28.48755}{28481.60}=1.00021\times10^{-3}\ (\mu\Omega\,\mathrm{cm})^{-1}=1000.2\ \mathrm{S/cm},$$

$$I=0.087940-0.00100021\times80.7293=0.00719\ \mu\Omega\,\mathrm{cm}.$$

In SI units the slope is $1.0\times10^5$ S/m.

For the errors, write both results as sums over the data. Because $\sum(x_j-\bar x)=0$,

$$b=\sum_j\frac{x_j-\bar x}{S_{xx}}\,y_j,\qquad I=\sum_j\left[\frac1n-\frac{\bar x(x_j-\bar x)}{S_{xx}}\right]y_j .$$

Squaring the coefficients, the cross term in $I$ vanishes for the same reason, and

$$\delta b=\frac{\delta}{\sqrt{S_{xx}}}=1.2\ \mathrm{S/cm},\qquad \delta I=\delta\sqrt{\frac1n+\frac{\bar x^2}{S_{xx}}}=0.00012\ \mu\Omega\,\mathrm{cm}.$$

The slope is known to 0.12 %, the intercept to 1.7 %. The intercept is a small number reached by extrapolation from $x=16$ to $x=0$.

The data were generated by the Boltzmann solution with $\sigma_{int}=1000$ S/cm, $\alpha=0.003$, $g_{00}=-300$ S/cm and all other coefficients zero, so that $\kappa=0$, $b=\sigma_{int}$ and $\beta=g_{00}$. The thermal part has the Bloch-Grüneisen form

$$\rho_T\propto T^5\int_0^{\Theta/T}\frac{x^5\,dx}{(e^x-1)(1-e^{-x})},$$

with $\Theta=400$ K and 10 μΩ cm at 300 K. The excess of 0.2 S/cm in the slope has the size of the cubic correction. For the intrinsic part alone, $\rho_{AH}\approx\sigma_{int}x+\sigma_{int}^3x^2$, and a line through the end points gains the slope $\sigma_{int}^3(x_1+x_2)=10^{-9}\times212$ (μΩ cm)$^{-1}$, or 0.2 S/cm.

**Two limits.** Dividing (1) by $\rho^2$ gives $\sigma_{AH}\approx b+I/\rho^2$. At 5 K this is $0.023199/15.999$, or 1450 S/cm, of which 450 S/cm come from the impurity terms. At 300 K it is 1037 S/cm. Heating dilutes the impurity terms and brings $\sigma_{AH}$ towards $b$, but 37 S/cm remain. A line forced through the origin mixes the two parts and returns 1055 S/cm.

### (c) Separating $\alpha$ from $\beta$

The films with $\rho_0=4$ and 6 have the intercepts 0.007194 and 0.007187, equal within the error. Any pair $(\alpha,\beta)$ with the right $\alpha+\beta\rho_0$ fits a single film. Dividing by $\rho_0$ gives $I/\rho_0=\alpha+\beta\rho_0$:

| $\rho_0$ (μΩ cm) | $I/\rho_0$ |
|---|---|
| 2 | 0.002399 |
| 4 | 0.001799 |
| 6 | 0.001198 |
| 8 | 0.000597 |

The outer films give

$$\beta=\frac{0.000597-0.002399}{6}=-3.00\times10^{-4}\ (\mu\Omega\,\mathrm{cm})^{-1}=-300\ \mathrm{S/cm},$$

$$\alpha=0.002399+2\times0.000300=0.0030 .$$

For errors, fit $I$ to $\alpha\rho_0+\beta\rho_0^2$ with weights $1/\delta I^2$. With $S_m=\sum\rho_0^m/\delta I^2$, the matrix of the normal equations is $\begin{pmatrix}S_2&S_3\\S_3&S_4\end{pmatrix}$. Its inverse is the covariance matrix, so

$$\delta\alpha^2=\frac{S_4}{S_2S_4-S_3^2},\qquad \delta\beta^2=\frac{S_2}{S_2S_4-S_3^2}.$$

The result is $\alpha=0.00300\pm0.00005$ and $\beta=-300\pm7$ S/cm. The two equal intercepts now resolve into $0.0120-0.0048$ and $0.0180-0.0108$ μΩ cm: both parts grow by 0.006 and the changes cancel. The separation assumes that all films share the same $\alpha$ and $\beta$; $b$ may differ, since each film is fitted with its own slope. If $\rho_0$ is varied through thickness, surfaces must then skew like the bulk impurities.

### Setting beside real films

The parameters lie in the rough regime of thin iron films: a residual resistivity of a few μΩ cm, a thermal part near 10 μΩ cm at room temperature and a slope of order 1000 S/cm. The values of $\alpha$ and $\beta$ are round choices. Three corrections, for the 4 μΩ cm film:

- **Magnetization.** It is not constant on heating. Magnons of energy $Ak^2$, each removing $2\mu_B$, with rough values $A=280$ meV Å$^2$ and $M=1.7\times10^6$ A/m, reduce $M$ by 1.8 % at 300 K in the gapless bulk formula. If $\rho_{AH}\propto M$, the fitted slope falls to 981 S/cm and the intercept rises to 0.0077 μΩ cm. Field and thickness move these numbers. An internal field of 2 T gives 1.6 % and 983 S/cm. Standing spin-wave modes at an internal field of 0.1 T give 2.1 % and 978 S/cm in a 10 nm film, and 3.1 %, 967 S/cm and 0.0080 μΩ cm in a 3 nm film.
- **Thickness.** A value 5 % too large multiplies both resistivities by 1.05. The slope is divided by 1.05, giving 953 S/cm, and the intercept is multiplied by it.
- **Ordinary Hall effect.** Saturation along the normal takes about $\mu_0M=2.14$ T. With a rough coefficient of $2\times10^{-11}$ m$^3$/C, the ordinary signal there is 0.0043 μΩ cm, which is 59 % of the intercept. It must be removed by extrapolating the saturated branch to zero applied field.

Thermal smearing of $\sigma_{int}$ and inelastic scattering are not estimated here.

## Variation 1: an impurity coordinate shift

*Add $c_0=100$ S/cm to all films, everything else unchanged. Where does it appear in the fit?*

Now $\kappa=c_0$, and (2) gains $\kappa\rho_0\rho$. Draw a line in $\rho^2$ through the end points $\rho_0$ and $\rho_2$, the value at 300 K. Its extra slope is

$$\kappa\rho_0\frac{\rho_2-\rho_0}{\rho_2^2-\rho_0^2}=\frac{\kappa\rho_0}{\rho_0+\rho_2},$$

and its extra intercept is

$$\kappa\rho_0^2-\frac{\kappa\rho_0}{\rho_0+\rho_2}\,\rho_0^2=\kappa\rho_0^2\,\frac{\rho_2}{\rho_0+\rho_2}.$$

For $\rho_2\gg\rho_0$ the extra intercept of this two-point line tends to $\kappa\rho_0^2$, the full value of the new term at $\rho=\rho_0$. In this sense its intercept contains the side jump even though the microscopic term is $\rho_0\rho$. A least-squares line need not pass through the cold point and does not share this limit: for the 2 μΩ cm film the seven-point fit gives an extra intercept of 0.00051 μΩ cm, more than $\kappa\rho_0^2=0.00040$ μΩ cm. At the hot end, by contrast, most of the term is carried by the slope. For the 4 μΩ cm film the intercept takes the fraction $13.997/17.997=0.78$ of $\kappa\rho_0^2$: the slope of the end-point line rises by 22 S/cm and its intercept by 0.00124 μΩ cm. In the seven-point fit the intercept rises by 0.0015 μΩ cm.

Seven-point fits of the four films give slopes of 1014, 1023, 1028 and 1031 S/cm, and the intercepts then yield $\alpha=0.00315$ and $\beta=-245$ S/cm. Both have moved by more than their errors, and $\beta$ has taken up 55 of the 100 S/cm.

The misfit of the 4 μΩ cm film is $2.2\times10^{-4}$ μΩ cm rms, about the noise of one point. The curvature is only marginally visible: a term linear in $\rho$, added to the fit of this film, would differ from zero by 2.9 standard errors. The slope, however, drifts by 17 S/cm between the outer films, whose slope errors are 1.5 and 0.8 S/cm. Comparing slopes is the sharper test of $\kappa=0$, provided that $b$ is the same in all films and that phonons do not skew.

## Variation 2: phonons that skew

*Give phonons a skew ratio $\alpha_T=3\times10^{-4}$, a tenth of $\alpha$, with $c_0=0$ again. How do slope and intercept of the 4 μΩ cm film change?*

Resistivities add, so the extra term is $\alpha_T\rho_T=\alpha_T(\rho-\rho_0)$. The end-point line has the extra slope

$$\alpha_T\frac{\rho_2-\rho_0}{\rho_2^2-\rho_0^2}=\frac{\alpha_T}{\rho_0+\rho_2}=\frac{3\times10^{-4}}{17.997}=1.67\times10^{-5}\ (\mu\Omega\,\mathrm{cm})^{-1},$$

or 17 S/cm. The seven-point fit agrees: its slope is 1017 S/cm. Its intercept changes by $\alpha_T(\bar\rho-\rho_0)-\Delta b\,\bar x$. With $\bar\rho=8.228$ μΩ cm and $\Delta b=16.8$ S/cm this is $0.00127-0.00136=-0.00009$ μΩ cm, less than the error $\delta I$.

Phonon skew scattering therefore passes almost entirely for an intrinsic contribution in this film. The dependence on $\rho_0$ tells it from Variation 1. If the thermal part is the same in all films, $\alpha_T/(\rho_0+\rho_2)$ falls as $\rho_0$ grows, whereas $\kappa\rho_0/(\rho_0+\rho_2)$ with $\kappa>0$ rises. If both are present, these trends can cancel: for $\alpha_T=\kappa(\rho_2-\rho_0)/2$ the two extra slopes of the end-point line add up to $\kappa/2$ in every film. A constant slope therefore does not exclude them. The curvature then does: with $\kappa=100$ S/cm and $\alpha_T=5\times10^{-4}$, a term linear in $\rho$ added to the fit differs from zero by about 6.5 standard errors in each film.

## Computed values

```
inputs: s_int = 1000 S/cm, alpha = 0.0030, beta = -300 S/cm
Debye temperature = 400 K, rhoT(300 K) = 10.0 uOcm
Hall noise per point = 2.0e-04 uOcm
cubic test: error ratio on halving coefficients = 7.999
film rho0 = 4 uOcm: T (K), rho (uOcm), rho^2 (uOcm^2), rho_AH (uOcm)
      5    3.9999    15.9990   0.023199
     50    4.1819    17.4881   0.024688
    100    5.6922    32.4011   0.039602
    150    7.8046    60.9122   0.068116
    200    9.9298    98.6018   0.105812
    250   11.9910   143.7852   0.151007
    300   13.9971   195.9175   0.203157
mean rho^2 = 80.7293 uOcm^2, mean rho_AH = 0.087940 uOcm
Sxx = 28481.60 uOcm^4, Sxy = 28.48755 uOcm^3
ideal set: rho0 (uOcm), slope, error (S/cm), intercept, error (uOcm)
    2   1000.14   1.52   0.004798  0.000109
    4   1000.21   1.19   0.007194  0.000122
    6   1000.29   0.97   0.007187  0.000137
    8   1000.38   0.82   0.004774  0.000153
skew part alpha*rho0 of films 4 and 6 = 0.0120, 0.0180 uOcm
side part beta*rho0^2 of films 4 and 6 = -0.0048, -0.0108 uOcm
alpha = 0.003000, error 0.000047
beta = -300.45 S/cm, error 7.08 S/cm
shifted set, c0 = 100 S/cm: rho0 (uOcm), slope (S/cm), intercept (uOcm)
    2   1014.43   0.005304
    4   1022.59   0.008679
    6   1027.83   0.010086
    8   1031.48   0.009505
shifted set: alpha = 0.003148, beta = -244.88 S/cm
film 4, end-point line: share of c0 in intercept = 0.7777
film 4, end-point line: slope change = 22.24 S/cm, intercept change = 0.001244 uOcm
film 4 rms residual: ideal 3.16e-06, shifted 2.17e-04 uOcm
neglected effects, film 4: slope (S/cm), intercept (uOcm)
  phonon skew alphaT = 3.0e-04: 1016.99, 0.007108
  magnon loss of M, 1.80 % at 300 K: 980.85, 0.007708
  thickness 5 % too large: 952.58, 0.007554
  line forced through origin: slope 1055.07 S/cm
  ordinary Hall left in at 2.14 T: intercept shift 0.004273 uOcm
  largest Hall angle rho_AH/rho = 0.01451
magnon inputs: M = 1.7e+06 A/m, stiffness = 280 meV A^2
ordinary Hall coefficient = 2.0e-11 m^3/C
```
